Counting the KLL Auger lines of neon in three coupling schemes

**Problem**

A neon atom has lost one 1s electron. It decays by an Auger process in which one L electron fills the 1s hole and another L electron is emitted. List the possible terms of the final ion. Decide which of them can be reached in LS coupling, and count the KLL lines in LS, intermediate and jj coupling.

The Coulomb repulsion between electrons drives the decay and is taken to first order. Satellites are left out, so the final ion has a full 1s shell and two L holes. A line means a distinct final energy with nonzero rate, whether or not an instrument could resolve it.

**A tempting solution**

The two holes can be 2s⁻², 2s⁻¹2p⁻¹ or 2p⁻², with six terms:

2s⁰2p⁶: ¹S
2s¹2p⁵: ¹P, ³P
2s²2p⁴: ¹S, ¹D, ³P

Total J and parity are conserved. The initial state has J = 1/2 and even parity. For the even configuration 2p⁴ the emitted electron must therefore have even l. The level ³P₁ with an s₁/₂ electron can give J = 1/2, so can ³P₀ with s₁/₂, and so can ³P₂ with d₃/₂. Nothing seems forbidden. The count would be six lines in LS coupling, ten in intermediate coupling (one per level) and six in jj coupling (one per pair of subshells L1, L2, L3).

**Where it fails**

The list of terms is right, and so are the statements about J and parity. The fault is to stop there. The Coulomb interaction contains no spin and does not change when all electron positions are rotated together. It therefore conserves total L and total S separately. The initial state is ²S₁/₂, with L = 0 and S = 1/2. An ion in ³P₁ plus an s electron can have J = 1/2, but its total L is 1, so it is not the required ²S state.

**The LS selection rule**

Let the ion have orbital momentum L_ion and parity π_ion. Coupling L_ion with l can give zero only if the two are equal. Together with parity this requires

l = L_ion and π_ion(−1)^l = +1.

The ion spin may be 0 or 1, since either can combine with spin 1/2 to give 1/2. The parity of the ion is (−1)^N, where N is the number of 2p electrons. Hence:

2s⁰2p⁶ ¹S: even, l = 0, allowed
2s¹2p⁵ ¹P and ³P: odd, l = 1, allowed
2s²2p⁴ ¹S: even, l = 0, allowed
2s²2p⁴ ¹D: even, l = 2, allowed
2s²2p⁴ ³P: L_ion = 1 demands l = 1, even parity demands even l; forbidden

Neither condition alone excludes the last term. The ³P term of 2s2p⁵ has the same L and S but odd parity, and it is allowed.

The matrix element shows the cancellation directly. A full shell has L = S = 0, so the two electrons taken from it form a pair with the same L and S as the ion left behind. Let electron 1 be emitted and electron 2 fall into 1s, and let n₁ and n₂ be their unit direction vectors. A pair of p orbitals has the angular form n₁ᵢn₂ⱼ, where i and j are Cartesian components. Because 1s is isotropic and electron 2 starts in a p orbital, only the dipole part of the repulsion, proportional to n₁·n₂, contributes. The average of n₂ⱼn₂ₖ over directions is δⱼₖ/3, so

average over n₂ of n₁ᵢn₂ⱼ(n₁·n₂) = n₁ᵢn₁ⱼ/3.

This is symmetric in i and j. The pair function of ³P is antisymmetric in i and j, and its amplitude vanishes. For ¹S the trace gives 1/3, an s wave. For ¹D the traceless symmetric part remains, a d wave. Antisymmetrizing the final state multiplies these amplitudes by a common factor and restores nothing to ³P.

For one 2s and one 2p electron there are two contributions to the p wave. If the 2s electron fills 1s, the amplitude is D. If the 2p electron does, it is E/3, with the same angular average. The singlet and triplet amplitudes are proportional to D + E/3 and D − E/3. Two 2s electrons give an s wave through the isotropic part of the repulsion. Barring accidental zeros of the radial amplitudes, LS coupling therefore gives **five lines**.

**Energies of the final terms**

To see what spin-orbit coupling does, we need the energies. Removing two electrons one at a time from the full shell subtracts their mutual repulsion twice, so it must be added back once:

E = e_a + e_b + V_ab.

Here e_a and e_b are single-hole energies, and V_ab is the interaction of the pair. Its isotropic part is taken equal for all pairs and dropped, since it then shifts every line equally. This is a simplification: with Hartree-Fock orbitals of neon the isotropic integrals for 2s2s, 2s2p and 2p2p span about 1.5 eV, which moves the configurations relative to each other but leaves the counts unchanged. Mixing between different configurations is also left out of the energies and weights below. The mean 2p hole energy is set to zero and the 2s hole energy to Δ. The Auger electron's kinetic energy is a constant minus E.

For two p holes, V_ab contains the quadrupole Slater integral F². The angular factor (3cos²θ − 1)/2 has mean value −1/5 for m = ±1 and 2/5 for m = 0. The squared angular matrix element between m = 1 and m = 0 is 3/25. These give three results.

The state with both electrons in m = 1 and opposite spins belongs to ¹D:

E(¹D) = (−1/5)²F² = F²/25.

The state with m = 1 and m = 0 and parallel spins belongs to ³P. Exchange enters with a minus sign:

E(³P) = [(−1/5)(2/5) − 3/25]F² = −F²/5.

With total M_L = M_S = 0 there are three product states, with diagonal energies F²/25, F²/25 and 4F²/25. Their sum equals the sum of the three term energies:

E(¹S) = 6F²/25 − F²/25 + 5F²/25 = 2F²/5.

For one s and one p hole, the squared dipole matrix element is 1/3. Parallel spins therefore give E(³P) = Δ − G¹/3, where G¹ is the exchange integral. The two states with opposite spins have diagonal energy Δ each, so the sum rule gives E(¹P) = Δ + G¹/3.

**Intermediate coupling**

Add the one-electron spin-orbit term ζ l·s. A 2p₃/₂ electron is raised by ζ/2 and a 2p₁/₂ electron lowered by ζ. Removing an electron reverses the signs:

e(L3) = −ζ/2, e(L2) = ζ.

Total J and parity are still conserved. In 2p⁴, ³P₀ mixes with ¹S₀ and ³P₂ with ¹D₂. The level ³P₁ is the sole J = 1 level of 2p⁴, and the other even configuration, 2s⁰2p⁶, has J = 0. It has no partner among the configurations with two L holes.

The matrix elements follow from the case without electrostatic splitting. The J = 1 level must then be L2L3, with energy ζ − ζ/2 = ζ/2. Within a ³P term the spin-orbit energy is proportional to L·S, which is −2, −1 and 1 for J = 0, 1 and 2. This fixes the shifts as ζ, ζ/2 and −ζ/2. Singlets have no diagonal shift.

For J = 0 the possible pairs are L2L2 and L3L3, with energies 2ζ and −ζ. The product of these eigenvalues is −2ζ². It must equal the determinant 0·ζ − x², so the coupling obeys x² = 2ζ². For J = 2 the pairs are L2L3 and L3L3, with energies ζ/2 and −ζ. Their product, −ζ²/2, gives the coupling y² = ζ²/2 after subtracting the zero diagonal product.

Each mixed level has the form

[ a  x ]
[ x  b ]

where a is the singlet energy and b the shifted triplet energy. With d = (a − b)/2 and R = √(d² + x²), the energies are (a + b)/2 ± R. The singlet weight of a level is the derivative of its energy with respect to a. For the lower level this is

w = (1 − d/R)/2.

The triplet part of a 2p⁴ level has zero amplitude. Its rate is therefore w times the rate of the corresponding ¹S or ¹D term, as long as the mixing of 2p⁴ ¹S with 2s⁰2p⁶ ¹S is neglected. For small ζ, w ≈ x²/(4d²), so the borrowed intensity grows as ζ².

In 2s2p⁵ the pure levels ³P₀ and ³P₂ correspond to L1L2 and L1L3. Their shifts ζ and −ζ/2 again imply ζ/2 for ³P₁. Without exchange the two J = 1 energies are Δ + ζ and Δ − ζ/2, so relative to Δ the determinant is −ζ²/2 and the squared coupling is ζ²/2. Mixing ¹P₁ with ³P₁ cannot make a line vanish by interference. Averaging over the initial spin and summing over the emitted electron leaves no preferred spin direction, so the S = 0 and S = 1 contributions add as rates.

The count is one level from 2s⁰2p⁶, four from 2s2p⁵ and four from 2p⁴: **nine lines**.

**A numerical model**

Take Δ = 40 eV, F² = 10 eV, G¹ = 9 eV and ζ = 2 eV. These are round parameters, not neon data. Without spin-orbit coupling the five allowed energies are 0.4, 4, 37, 43 and 80 eV; the forbidden ³P term lies at −2 eV.

For J = 0 in 2p⁴, a = 4 eV, b = −2 + 2 = 0 eV and x² = 8 eV². Hence

E = 2 ± √(4 + 8) = 5.46 and −1.46 eV.

The lower level, mainly ³P₀, has w = 0.21. It takes 21 % of the ¹S intensity.

For J = 2, a = 0.4 eV, b = −2 − 1 = −3 eV and y² = 2 eV². Hence

E = −1.3 ± √(1.7² + 2) = 0.91 and −3.51 eV.

The lower level, mainly ³P₂, has w = 0.12. The ³P₁ level lies at −2 + 1 = −1 eV and has no intensity.

In 2s2p⁵, ³P₂ and ³P₀ lie at 37 − 1 = 36 eV and 37 + 2 = 39 eV. The J = 1 levels start at 43 and 38 eV:

E = 40.5 ± √(2.5² + 2) = 43.37 and 37.63 eV.

With 2s⁰2p⁶ at 80 eV, this makes nine distinct lines.

These numbers omit the coupling G¹/√3 between 2s²2p⁴ ¹S and 2s⁰2p⁶ ¹S. Keeping it moves the LS energies 4 and 80 eV to 3.65 and 80.35 eV, and the even J = 0 levels to −1.54, 5.18 and 80.35 eV. The share taken by ³P₀ then also depends on the radial amplitudes. The counts five and nine do not change.

**The jj limit**

Now let the electrostatic splitting be negligible compared with ζ. All levels of a given hole pair coincide. With e(L1) = 40 eV, e(L2) = 2 eV and e(L3) = −1 eV, the sums are

L1L1: 80 eV
L1L2: 42 eV
L1L3: 39 eV
L2L2: 4 eV
L2L3: 1 eV
L3L3: −2 eV

Each pair must still contain an allowed level. L1L1 is ¹S. L1L2 contains ³P₀ of 2s2p⁵, and L1L3 contains ³P₂. For L2L2, the J = 0 eigenvector with energy 2ζ obeys −2ζc_s + √2ζc_t = 0, where c_s and c_t are the singlet and triplet coefficients. Thus c_t² = 2c_s², and the ¹S weight is 1/3. L3L3 has the remaining 2/3. For J = 2 in L2L3, −(ζ/2)c_s + (ζ/√2)c_t = 0 gives a ¹D weight of 2/3. All six pairs are therefore visible: **six lines**. The J = 1 level in L2L3 stays dark, but J = 2 carries the line.

**When nine becomes ten**

The J-and-parity argument in the tempting solution does describe what remains when L and S are no longer separately protected. The zero for ³P₁ comes from two equal contributions with opposite signs, in which the two 2p electrons exchange roles. Since ³P₁ is the pair L2L3, equality requires that the radial integral with 2p₁/₂ filling 1s and 2p₃/₂ emitted equal the one with these roles reversed. This is guaranteed when the 2p radial function does not depend on j. In the model, raising the radial factor for a 2p₁/₂ electron filling 1s by 10 % and evaluating the Coulomb matrix elements numerically gives ³P₁ a small nonzero rate. There are then ten lines. This is not the only route. Beyond first order, the outgoing electron can scatter between final channels. Once spin-orbit coupling has split and mixed the levels, these channels differ in energy, the cancellation is no longer exact, and ³P₁ can gain a very small rate even when the 2p radial function does not depend on j.

In neon the 2p spin-orbit splitting is roughly 0.1 eV, while the 2p⁴ terms are separated by a few eV. The ζ² law then makes the borrowed ³P₀ and ³P₂ lines of 2p⁴ weak. The three allowed components of 2s2p⁵ ³P are allowed without spin-orbit mixing and escape this suppression, but they span only ζ − (−ζ/2) = 3ζ/2, again about 0.1 eV, slightly more in the doubly charged ion than in the singly charged one, and so form one close group. The five-line LS pattern is therefore the natural first description.
